# How Threshold, Decay Rate and Dimension Set the Sparse-Matrix Crossover

Take three insulating model lattices: a chain, a square lattice and a cubic lattice. All have spacing $a=2.5$ Å, a gap of 4 eV and matrix elements that fall off at the rate $\gamma=0.32$ Å$^{-1}$. Drop every element below $\tau=10^{-6}$, and let one multiply-add in sparse storage take 25 times as long as one in dense storage. A simple estimate then says that sparse multiplication overtakes dense multiplication at about 170 sites for the chain, 4700 for the square lattice and 108,000 for the cubic lattice. The decay, the threshold and the machine are the same in all three, so the dimension alone must account for a factor of more than 600.

## The estimate

Let there be one orbital per site, and let the matrix elements have the size

$$|A_{ij}|=e^{-\gamma r_{ij}} .$$

An element equals the threshold at the distance $R$ where $e^{-\gamma R}=\tau$. Taking the logarithm,

$$R=\frac{\ln(1/\tau)}{\gamma}=\frac{13.82}{0.32\ \text{Å}^{-1}}=43.2\ \text{Å}\quad(81.6\ \text{bohr}),$$

or $R/a=17.27$. A row keeps the sites inside a ball of radius $R$. With one site per volume $a^d$, their number is

$$m\approx V_d\left(\frac{R}{a}\right)^d,\qquad V_1=2,\quad V_2=\pi,\quad V_3=\frac{4\pi}{3}.$$

This gives 35, 937 and 21,570 entries. The scaling $(\ln(1/\tau)/\gamma)^d$ alone, with lengths in units of $a$, would miss the factor $V_d$, which is 4.2 in three dimensions.

Each element of a product is $C_{ij}=\sum_kA_{ik}B_{kj}$. For each of the $N$ rows $i$ there are $m$ choices of $k$, and for each $k$ there are $m$ choices of $j$, hence $Nm^2$ multiply-adds. Dense multiplication needs $N^3$. If a sparse multiply-add takes $s$ times as long as a dense one, the times are equal when

$$sN_xm^2=N_x^3\quad\Rightarrow\quad N_x=\sqrt{s}\,m .$$

With $s=25$ this is $5m$, which gives the numbers at the start. Going up one dimension at fixed $\gamma$ and $\tau$ multiplies the crossover by

$$\frac{N_x(d+1)}{N_x(d)}=\frac{V_{d+1}}{V_d}\,\frac{R}{a}.$$

The two steps give $(\pi/2)(17.27)=27.1$ and $(4/3)(17.27)=23.0$. Each new dimension costs about one factor of the cutoff radius in lattice spacings.

## Conditions on the count and the cost

Replacing a count of lattice points by a volume requires $R\gg a$. If the elements carry a prefactor, $|A_{ij}|=Ce^{-\gamma r_{ij}}$, then $\ln(1/\tau)$ becomes $\ln(C/\tau)$.

For the cost, fix the intermediate index $k$ instead. If the pattern is symmetric and row $k$ has $m_k$ entries, then $m_k$ values of $i$ combine with $m_k$ values of $j$, so the cost is

$$\sum_k m_k^2 .$$

In a periodic system every $m_k$ equals $m$ and the sum is $Nm^2$. In an open cluster, sites near the surface have $m_k<m$, so the cost is lower and the crossover comes earlier.

The periodic formula also assumes that the ball fits into the box at the crossover. The box side is $N_x^{1/d}a$, so we need

$$\sqrt{s}\,V_d\left(\frac{R}{a}\right)^d\ge\left(\frac{2R}{a}\right)^d\quad\Rightarrow\quad\sqrt{s}\,V_d\ge2^d .$$

The radius cancels. In three dimensions the condition is $s\ge3.65$, which $s=25$ satisfies. For smaller $s$ the ball meets its own periodic images, and $m$ overcounts the row.

A search over whole box sides, using counted lattice points, puts the periodic crossovers at 175, 4761 and 110,592 sites. For open clusters it gives 168, 3844 and 68,921. The surface thus matters most in three dimensions.

These costs are for a product whose small elements have not yet been removed. Two sites are connected through a common neighbour $k$ if they are less than about $2R$ apart, so in a box wider than $4R$ the product has about $2^dm$ entries per row. The factors counted on an unbounded lattice are 1.97, 3.93 and 7.87. At the three-dimensional crossover the box holds only about $5m$ sites, fewer than $8m$, and the unscreened product fills most of it. The product must be truncated again before the next multiplication, or the cost per row grows.

## What the threshold does to the error

The threshold limits the error of one element, not of the matrix. Let $D$ be the symmetric matrix of dropped elements and $\delta$ its spectral norm, that is, its largest eigenvalue in magnitude. If $Dv=\lambda v$ and $v_i$ is the component of $v$ of largest magnitude, then

$$|\lambda||v_i|\le\sum_j|D_{ij}||v_j|\le|v_i|\sum_j|D_{ij}| .$$

Hence $\delta$ is at most the largest row sum of $|D_{ij}|$.

For the exponential matrix this sum can be estimated. The volume $V_dr^d$ has the derivative $dV_dr^{d-1}$, so

$$\sum_{r>R}e^{-\gamma r}\approx\frac{dV_d}{a^d}\int_R^\infty r^{d-1}e^{-\gamma r}\,dr .$$

Integrating by parts until the power of $r$ is used up gives, for $d\le3$,

$$\int_R^\infty r^{d-1}e^{-\gamma r}dr=e^{-\gamma R}\left[\frac{R^{d-1}}{\gamma}+\frac{(d-1)R^{d-2}}{\gamma^2}+\frac{(d-1)(d-2)R^{d-3}}{\gamma^3}\right].$$

Now put $x=\gamma R$, take out $R^d/x$, and use $e^{-\gamma R}=\tau$:

$$\sum_{r>R}e^{-\gamma r}\approx m\tau\,\frac{d}{x}\left[1+\frac{d-1}{x}+\frac{(d-1)(d-2)}{x^2}\right].$$

In three dimensions $x=13.82$, and the result is $21{,}573\times0.2171\times1.155\,\tau\approx5400\,\tau$. For the chain the formula gives $2.5\,\tau$. There the integral is only a rough stand-in for the sum: the dropped sites start at $r=18a$ on both sides, and the geometric series gives $2e^{-14.4}/(1-e^{-0.8})\approx2.0\,\tau$. The same threshold therefore gives very different guarantees in different dimensions.

If a matrix is only bounded by the exponential, some elements inside the ball may also fall below $\tau$. Each adds less than $\tau$ to the row sum, so at most about $m\tau$ must be added to the bound.

The error carries over to products in a controlled way. Let $P$ be a projector, with norm 1, and let $\tilde P=P-D$ be its truncated form. Then

$$\tilde P^2-P^2=-PD-DP+D^2,\qquad\|\tilde P^2-P^2\|\le2\delta+\delta^2 .$$

## Where the decay rate comes from

A density matrix shows how far the exponential model can be trusted. Let site energies alternate between $+\Delta$ and $-\Delta$, let nearest neighbours be coupled by $-t$, and fill the lower band with non-interacting spinless electrons:

$$H=\Delta S+T,\qquad S_{ii}=\pm1 .$$

Since $T$ connects sites of opposite sign, $ST=-TS$. The cross terms in the square cancel:

$$H^2=\Delta^2S^2+\Delta(ST+TS)+T^2=\Delta^2+T^2 .$$

With dimensionless wave numbers $q_a$ along the $d$ axes, $T$ has eigenvalues $\varepsilon(q)=-2t\sum_a\cos q_a$. The energies are $\pm\sqrt{\Delta^2+\varepsilon^2}$, and since $\varepsilon$ passes through zero, the gap is $2\Delta$.

The projector on the negative energies is $P=\frac12[1-H(H^2)^{-1/2}]$, because $H(H^2)^{-1/2}$ is $+1$ on positive and $-1$ on negative energies. For sites separated by the nonzero integer vector $n$, with $s_i=S_{ii}$,

$$P_{ij}=-\frac12\int\frac{d^dq}{(2\pi)^d}\,e^{iq\cdot n}\,\frac{\Delta s_i+\varepsilon(q)}{\sqrt{\Delta^2+\varepsilon(q)^2}} ,$$

with each $q_a$ running over one period.

Shift the integration to $q+i\kappa$, with real $\kappa$. The end faces cancel by periodicity, and the exponential gains the factor $e^{-\kappa\cdot n}$. The shift is allowed as long as the root does not vanish, that is, until $\varepsilon=\pm i\Delta$. From

$$\cos(q_a+i\kappa_a)=\cos q_a\cosh\kappa_a-i\sin q_a\sinh\kappa_a,$$

a zero requires

$$\sum_a\cos q_a\cosh\kappa_a=0,\qquad 2t\sum_a\sin q_a\sinh\kappa_a=\pm\Delta .$$

The second sum is at most $\sum_a\sinh|\kappa_a|$ in magnitude. There is thus no zero while

$$\sum_a\sinh|\kappa_a|<\frac{\Delta}{2t} .$$

At equality a zero does occur, with every $|\sin q_a|=1$. Every cosine then vanishes, so the first condition holds too.

To cover all directions of $n$, we need the largest ball $|\kappa|<\gamma a$ inside this region. Write $u_a=\kappa_a^2$, so that $\sum_au_a$ is fixed on a sphere. With $y=\sqrt u$,

$$\frac{d^2}{du^2}\sinh\sqrt u=\frac{y\sinh y-\cosh y}{4y^3},$$

which is negative for $y\tanh y<1$, or $y<1.2$. For $\gamma a<1.2$ the function is therefore concave, and the sum on the sphere is largest when all $u_a$ are equal. The ball first touches the boundary on the body diagonal:

$$d\,\sinh\!\left(\frac{\gamma a}{\sqrt d}\right)=\frac{\Delta}{2t}.$$

For any rate below $\gamma$, choosing $\kappa$ parallel to $n$ bounds $|P_{ij}|$ by a constant times the corresponding exponential.

In the example $\gamma a=0.8$ and $\Delta=2$ eV. Keeping both fixed requires $t=1.126$, 0.838 and 0.697 eV for $d=1,2,3$. If $t$ were fixed instead, a small gap would give $\gamma a\approx\Delta/(2t\sqrt d)$, and the crossover would rise still faster with dimension. In this limit $m\propto\Delta^{-d}$, so the estimate diverges as the gap closes. The true row at fixed $\tau$ does not, because the power-law factor in front of the exponential takes over. For the chain with $t=1$ eV and $\tau=10^{-3}$, the estimate and the true count are 276 and 101 at $\Delta=0.1$ eV, and 18,421 and 325 at $\Delta=0.0015$ eV.

## The factor in front of the exponential

Along the diagonal, $n=(\ell,\dots,\ell)$ and $r=\ell\sqrt d\,a$. Put $\kappa_0=\gamma a/\sqrt d$ and expand about the singular point, $q_a=\pi/2+i\kappa_0+\xi+\eta_a$, with $\sum_a\eta_a=0$. There $\cos q_a=-i\sinh\kappa_0$ and $\sin q_a=\cosh\kappa_0$ at zero displacement. Keeping $\sum_a\cos q_a$ at its singular value requires, to leading order,

$$-d\,\xi\cosh\kappa_0+\frac i2\sinh\kappa_0\sum_a\eta_a^2=0
\quad\Rightarrow\quad \xi=\frac{i}{2d}\tanh\kappa_0\sum_a\eta_a^2 .$$

The magnitude of $e^{iq\cdot n}$ on the singular surface is then

$$e^{-\ell d\kappa_0}\exp\!\left[-\frac{\ell}{2}\tanh\kappa_0\sum_a\eta_a^2\right],\qquad \ell d\kappa_0=\gamma r .$$

The Gaussian integral over the $d-1$ transverse variables gives $\ell^{-(d-1)/2}$. Integration along the cut of the inverse square root gives $\int_0^\infty dz\,z^{-1/2}e^{-\ell dz}\propto\ell^{-1/2}$. A second singular point, at $-\pi/2+i\kappa_0$, adds the complex conjugate and does not change the power. Along the diagonal, at large distance,

$$|P_{ij}|\propto r^{-d/2}e^{-\gamma r} .$$

The rates read from computed elements at $\ell=16$ and 18, after removal of this power, lie within 0.3% of $0.32$ Å$^{-1}$ in all three dimensions.

## Comparison with the density matrix

The computed elements of $P$ stay below $e^{-\gamma r}$, within rounding, on the lattices tested. The ball is therefore an upper estimate of the row length, and in three dimensions a generous one:

| $d$ | $m$, estimate | $m$, from $P$ | $5m$, from $P$ | $\delta/\tau$ |
|---|---:|---:|---:|---:|
| 1 | 35 | 29 | 145 | 1.3 |
| 2 | 937 | 353 | 1765 | 19 |
| 3 | 21,573 | 2959 | 14,795 | 76 |

Three effects act in this direction. One is the factor $r^{-d/2}$. A second is the constant in front of it, which on the diagonal, with $r$ in units of $a$, tends at large distance to 0.325, 0.225 and 0.220 for $d=1,2,3$. In three dimensions the approach is slow, and the value lies between 0.19 and 0.21 for $\ell$ from 8 to 24. In the chain the power alone leaves 31 entries, and the constant brings this to 29. The third, for $d>1$, is anisotropy, since $\gamma$ is the slowest rate. For $n$ along an axis we may choose $\kappa$ along that axis, which guarantees any rate below $\operatorname{arsinh}(\Delta/2t)/a$. For $d=3$, $\Delta/2t=1.435$ and this limit is $0.46$ Å$^{-1}$, well above $0.32$ Å$^{-1}$. For $d>1$ the calculation does not separate these contributions.

The crossover still moves out steeply, by factors of about 12 and 8 instead of 27 and 23. The kept region fits into the periodic box at each of these crossovers: in three dimensions it is 17 sites wide, and the box side is 24.5 spacings.

A smaller count does not mean a weaker dependence on the threshold. In three dimensions, going from $\tau=10^{-4}$ to $10^{-8}$ doubles the logarithm, so the estimate grows by $2^3=8$. The true row grows from 529 to 8959 entries, a factor of 17. A simple model shows how this can happen. Let the prefactor shorten the reach to $(\Lambda-b)/\gamma$, with $\Lambda=\ln(1/\tau)$ and a roughly constant $b>0$. Then $m\propto(\Lambda-b)^d$ and

$$\frac{d\ln m}{d\ln\Lambda}=\frac{d\,\Lambda}{\Lambda-b}>d .$$

In this model the exponent approaches $d$ from above as $\Lambda$ grows. For $P$ in three dimensions $b$ is not quite constant, and the local exponent falls slowly: 4.25, 3.85 and 3.76 over the steps $\tau=10^{-4}\to10^{-6}\to10^{-8}\to10^{-10}$. Scaling a measured row length by the bare power law would thus underestimate the cost of a tighter threshold here.

The last column of the table shows that equal thresholds do not mean equal accuracy. At $\tau=10^{-6}$, in periodic boxes of 64 sites per side, the spectral error in three dimensions is $7.6\times10^{-5}$, relative to $\|P\|=1$, against $1.3\times10^{-6}$ for the chain. The row sum of the dropped elements in three dimensions is $917\,\tau$, so as a bound it is safe but about 12 times too large. The spectral error depends somewhat on the box, which fixes the wave numbers sampled. In three dimensions $\delta/\tau$ is 77 for 128 sites per side and 66 for 24, and in two dimensions it is 19 for 512 and 15 for 42. A comparison at equal matrix error would need a smaller $\tau$ in three dimensions than in one, and would move the three-dimensional crossover further out. The numerical check checks the counts, costs, decay rates and error bounds numerically.

## Computed results

```
lattice spacing: 2.50 angstrom; gap: 4.00 eV
decay rate gamma: 0.320 1/angstrom; gamma*a: 0.800
threshold tau: 1e-06; slowdown s: 25
ln(1/tau): 13.816; R/a: 17.269
cutoff radius R: 43.17 angstrom = 81.59 bohr
test product, 12^3 sites, m = 123: multiply-adds periodic 26142912, open 15439640
--- d = 1: V_d 2.0000; hopping t 1.1260 eV
(R/a)^d: 17.3; m estimate: 34.5; m counted: 35
unscreened product entries per row / m: 1.971
multiply-adds per row m^2 (estimate): 1.193e+03
smallest s for which the ball fits: 1.00
crossover N_x estimate: 173 sites
crossover by search: periodic 175 sites (side 175), open 168 sites (side 168)
envelope: dropped row sum / tau: 2.50
P: decay rate read off: 0.3196 1/angstrom
P: true m: 29; true m / estimate: 0.840
P: crossover sqrt(s)*m: 145 sites, side 145.0 a; width of kept region 29 a
P: spectral error / tau: 1.30; dropped row sum / tau: 1.86
--- d = 2: V_d 3.1416; hopping t 0.8384 eV
(R/a)^d: 298.2; m estimate: 936.9; m counted: 949
unscreened product entries per row / m: 3.929
multiply-adds per row m^2 (estimate): 8.778e+05
smallest s for which the ball fits: 1.62
crossover N_x estimate: 4685 sites
crossover by search: periodic 4761 sites (side 69), open 3844 sites (side 62)
envelope: dropped row sum / tau: 145.45
P: decay rate read off: 0.3196 1/angstrom
P: true m: 353; true m / estimate: 0.377
P: crossover sqrt(s)*m: 1765 sites, side 42.0 a; width of kept region 21 a
P: spectral error / tau: 18.56; dropped row sum / tau: 60.47
--- d = 3: V_d 4.1888; hopping t 0.6967 eV
(R/a)^d: 5150.3; m estimate: 21573.4; m counted: 21631
unscreened product entries per row / m: 7.873
multiply-adds per row m^2 (estimate): 4.654e+08
smallest s for which the ball fits: 3.65
crossover N_x estimate: 107867 sites
crossover by search: periodic 110592 sites (side 48), open 68921 sites (side 41)
envelope: dropped row sum / tau: 5411.87
P: decay rate read off: 0.3191 1/angstrom
P: true m: 2959; true m / estimate: 0.137
P: crossover sqrt(s)*m: 14795 sites, side 24.5 a; width of kept region 17 a
P: spectral error / tau: 75.97; dropped row sum / tau: 916.63
--- change of dimension and of threshold
N_x ratio d=2 to d=1: 27.1; d=3 to d=2: 23.0
d = 3, tau 1e-04: m estimate 6392, true m of P 529, ratio 0.083
d = 3, tau 1e-06: m estimate 21573, true m of P 2959, ratio 0.137
d = 3, tau 1e-08: m estimate 51137, true m of P 8959, ratio 0.175
```
